# Mean-square field of statistically polarized surface protons at a shallow sensor: a numerical check

```python
"""
Result under test: a sensor at depth d below a half-space of unpolarized protons
sees, along its axis n, a field oscillating at the proton Larmor frequency with
    B_ac^2 = K^2 * rho * pi * (8 - 3 sin(alpha)^4) / (128 d^3).
K     = mu0*hbar*gamma_p/(4 pi), here in nT nm^3
rho   = proton number density (nm^-3);  d = depth (nm)
alpha = angle between n and the surface normal; static field B0 is along n
The static part of the variance, finite layers, a discrete lattice of protons
and the sensor coherence under periodic pi pulses are tested as well.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

gamma_p = const.physical_constants["proton gyromag. ratio"][0]
gamma_e = const.physical_constants["electron gyromag. ratio"][0]
K = const.mu_0 * const.hbar * gamma_p / (4 * np.pi) * 1e36   # nT nm^3
gamma_e_nT = gamma_e * 1e-9                                  # rad/s per nT

rho = 60.0
alpha_cube = np.arccos(1 / np.sqrt(3))
B0 = 0.05
temperature = 300.0
n_pulses = 40
omega = gamma_p * B0
pulse_spacing = np.pi / omega
T_total = n_pulses * pulse_spacing


def coefficient_ac(alpha):
    return np.pi * (8 - 3 * np.sin(alpha)**4) / 128


def coefficient_dc(alpha):
    return np.pi * (8 * np.cos(alpha)**2 + 3 * np.sin(alpha)**4) / 128


def coefficient_total(alpha):
    return np.pi * (1 + np.cos(alpha)**2) / 16


def mean_square_ac(depth, alpha=alpha_cube):
    return K**2 * rho * coefficient_ac(alpha) / depth**3


# --- Field correlation function of two protons from spin matrices ---
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
spins = [[np.kron(s, one) for s in (sx, sy, sz)],
         [np.kron(one, s) for s in (sx, sy, sz)]]
axis = np.array([0.0, 0.0, 1.0])
positions = np.array([[2.0, 1.0, 5.0], [-3.0, 2.5, 4.0]])
field = np.zeros((4, 4), complex)
for r_vec, spin in zip(positions, spins):
    r = np.linalg.norm(r_vec)
    unit = r_vec / r
    vector = (3 * (axis @ unit) * unit - axis) / r**3
    field += K * sum(v * s for v, s in zip(vector, spin))
zeeman = spins[0][2] + spins[1][2]
for angle in (0.0, 0.7, 2.0, 3.1):
    U = expm(-1j * angle * zeeman)
    from_trace = np.trace(U.conj().T @ field @ U @ field).real / 4
    r2 = np.sum(positions**2, axis=1)
    c2 = positions[:, 2]**2 / r2
    from_formula = np.sum(K**2 / (4 * r2**3) * (
        (3 * c2 - 1)**2 + 9 * c2 * (1 - c2) * np.cos(angle)))
    scale = np.trace(field @ field).real / 4
    assert abs(from_trace - from_formula) < 1e-10 * scale


# --- Volume integrals in cylindrical coordinates ---
nodes, weights = np.polynomial.legendre.leggauss(120)
nodes, weights = (nodes + 1) / 2, weights / 2


def volume_coefficients(alpha, depth, thickness=None):
    """Oscillating and static variance divided by K^2 rho, in nm^-3."""
    length = 5.0
    lateral = length * nodes / (1 - nodes)
    w_lateral = weights * length / (1 - nodes)**2
    if thickness is None:
        height = depth + length * nodes / (1 - nodes)
        w_height = weights * length / (1 - nodes)**2
    else:
        height = depth + thickness * nodes
        w_height = weights * thickness
    phi = 2 * np.pi * np.arange(16) / 16
    R = lateral[:, None, None]
    Z = height[None, :, None]
    r2 = R**2 + Z**2
    c2 = (np.sin(alpha) * R * np.cos(phi) + np.cos(alpha) * Z)**2 / r2
    w = (w_lateral * lateral)[:, None, None] * w_height[None, :, None]
    w = w * (2 * np.pi / 16) / (4 * r2**3)
    return np.sum(w * 9 * c2 * (1 - c2)), np.sum(w * (3 * c2 - 1)**2)


for alpha in (0.0, np.pi / 6, alpha_cube, np.pi / 2):
    for depth in (5.0, 10.0):
        ac, dc = volume_coefficients(alpha, depth)
        assert np.isclose(ac * depth**3, coefficient_ac(alpha), rtol=1e-6)
        assert np.isclose(dc * depth**3, coefficient_dc(alpha), rtol=1e-6)
        assert np.isclose((ac + dc) * depth**3, coefficient_total(alpha),
                          rtol=1e-6)


def layer_fraction(depth, thickness):
    return 1 - (depth / (depth + thickness))**3


half_thickness = (2**(1 / 3) - 1) * 5.0
full_ac = volume_coefficients(alpha_cube, 5.0)[0]
for thickness in (1.0, half_thickness, 5.0):
    part = volume_coefficients(alpha_cube, 5.0, thickness)[0]
    assert np.isclose(part / full_ac, layer_fraction(5.0, thickness), rtol=1e-5)
half_fraction = volume_coefficients(alpha_cube, 5.0, half_thickness)[0] / full_ac
assert abs(half_fraction - 0.5) < 1e-5

# --- Discrete protons on a cubic lattice, sensor 5 nm deep ---
# Cut at 40 nm sideways and 30 nm in height: a loss below one per cent is expected.
spacing = rho**(-1 / 3)
half_count = int(40 / spacing)
grid = spacing * np.arange(-half_count, half_count + 1)
X, Y = grid[:, None], grid[None, :]
sum_b2 = sum_b4 = log_coherence = largest_b = 0.0
for layer in range(int(30 / spacing)):
    z = 5.0 + (layer + 0.5) * spacing
    r2 = X**2 + Y**2 + z**2
    c2 = (np.sin(alpha_cube) * X + np.cos(alpha_cube) * z)**2 / r2
    b2 = K**2 * 9 * c2 * (1 - c2) / (4 * r2**3)
    sum_b2 += b2.sum()
    sum_b4 += (b2**2).sum()
    largest_b = max(largest_b, np.sqrt(b2.max()))
    phase = 2 / np.pi * gamma_e_nT * T_total * np.sqrt(b2)
    log_coherence += np.log(np.cos(phase)).sum()
lattice_ratio = sum_b2 / mean_square_ac(5.0)
assert abs(lattice_ratio - 1) < 0.02
N_eff = sum_b2**2 / sum_b4


def phase_variance(depth):
    return (2 * gamma_e_nT * T_total / np.pi)**2 * mean_square_ac(depth)


def coherence(depth):
    return np.exp(-phase_variance(depth) / 2)


lattice_coherence = np.exp(log_coherence)
assert abs(lattice_coherence - coherence(5.0)) < 0.01

# --- Pulse sequence acting on one proton, by explicit propagation ---
# Sensor states +/- add +/- half the coupling; each pi pulse swaps the sign.
A_perp, A_par = 1.0e5, 0.7e5                                 # rad/s


def conditional_propagator(sign):
    U = np.eye(2, dtype=complex)
    for interval in range(n_pulses + 1):
        end = interval in (0, n_pulses)
        duration = pulse_spacing / 2 if end else pulse_spacing
        H = omega * sz + sign * (A_perp * sx + A_par * sz) / 2
        U = expm(-1j * H * duration) @ U
        sign = -sign
    return U


U_plus, U_minus = conditional_propagator(1), conditional_propagator(-1)
W_propagated = np.trace(U_minus.conj().T @ U_plus).real / 2
W_cosine = np.cos(A_perp * T_total / np.pi)
# Corrections of relative order coupling/omega are left out of the cosine.
assert abs((1 - W_propagated) / (1 - W_cosine) - 1) < 0.02

thermal_polarization = np.tanh(
    const.hbar * omega / (2 * const.k * temperature))
assert thermal_polarization < 1e-3 / np.sqrt(N_eff)
for depth in (5.0, 10.0):
    assert 100 < np.sqrt(mean_square_ac(depth)) < 1000

print(f"proton density: {rho:.0f} nm^-3")
print(f"axis angle to surface normal: {np.degrees(alpha_cube):.2f} deg")
print(f"static field B0: {B0 * 1e3:.0f} mT")
print(f"temperature: {temperature:.0f} K")
print(f"dipole constant K: {K:.1f} nT nm^3")
print(f"ac coefficient, example axis: {coefficient_ac(alpha_cube):.5f}")
print(f"static coefficient, example axis: {coefficient_dc(alpha_cube):.5f}")
print(f"total coefficient, example axis: {coefficient_total(alpha_cube):.5f}")
print(f"ac coefficient, axis along normal: {coefficient_ac(0.0):.5f}")
print(f"ac coefficient, axis in surface plane: {coefficient_ac(np.pi/2):.5f}")
for depth in (5.0, 6.0, 7.0, 8.0, 10.0):
    value = mean_square_ac(depth)
    print(f"depth {depth:.0f} nm: mean square {value:.4g} nT^2, "
          f"rms {np.sqrt(value):.1f} nT")
for depth in (5.0, 10.0):
    static = K * np.sqrt(rho * coefficient_dc(alpha_cube) / depth**3)
    print(f"static rms field at {depth:.0f} nm: {static:.1f} nT")
for alpha, name in ((0.0, "along normal"), (np.pi / 2, "in plane")):
    print(f"ac rms at 5 nm, axis {name}: "
          f"{np.sqrt(mean_square_ac(5.0, alpha)):.1f} nT")
print(f"fraction from first 1 nm, depth 5 nm: {layer_fraction(5.0, 1.0):.3f}")
print(f"layer giving half the mean square, depth 5 nm: {half_thickness:.2f} nm")
print(f"lattice spacing: {spacing:.4f} nm")
print(f"lattice sum / continuum mean square, 5 nm: {lattice_ratio:.4f}")
print(f"largest single-proton rms field, 5 nm: {largest_b:.2f} nT")
print(f"effective number of protons, 5 nm: {N_eff:.0f}")
print(f"statistical polarization 1/sqrt(N_eff): {1 / np.sqrt(N_eff):.2e}")
print(f"thermal polarization: {thermal_polarization:.2e}")
print(f"proton Larmor frequency: {omega / (2e6 * np.pi):.4f} MHz")
print(f"number of pi pulses: {n_pulses}")
print(f"pulse spacing: {pulse_spacing * 1e6:.4f} us")
print(f"total sensing time: {T_total * 1e6:.3f} us")
for depth in (5.0, 10.0):
    print(f"depth {depth:.0f} nm: phase variance {phase_variance(depth):.4f} "
          f"rad^2, coherence {coherence(depth):.4f}")
print(f"coherence from lattice product, 5 nm: {lattice_coherence:.4f}")
print(f"one-proton test coherence, propagated: {W_propagated:.5f}")
print(f"one-proton test coherence, cosine: {W_cosine:.5f}")
print("all assertions hold")
```

Printed output:

```
proton density: 60 nm^-3
axis angle to surface normal: 54.74 deg
static field B0: 50 mT
temperature: 300 K
dipole constant K: 2821.2 nT nm^3
ac coefficient, example axis: 0.16362
static coefficient, example axis: 0.09817
total coefficient, example axis: 0.26180
ac coefficient, axis along normal: 0.19635
ac coefficient, axis in surface plane: 0.12272
depth 5 nm: mean square 6.251e+05 nT^2, rms 790.6 nT
depth 6 nm: mean square 3.618e+05 nT^2, rms 601.5 nT
depth 7 nm: mean square 2.278e+05 nT^2, rms 477.3 nT
depth 8 nm: mean square 1.526e+05 nT^2, rms 390.7 nT
depth 10 nm: mean square 7.814e+04 nT^2, rms 279.5 nT
static rms field at 5 nm: 612.4 nT
static rms field at 10 nm: 216.5 nT
ac rms at 5 nm, axis along normal: 866.1 nT
ac rms at 5 nm, axis in plane: 684.7 nT
fraction from first 1 nm, depth 5 nm: 0.421
layer giving half the mean square, depth 5 nm: 1.30 nm
lattice spacing: 0.2554 nm
lattice sum / continuum mean square, 5 nm: 0.9938
largest single-proton rms field, 5 nm: 15.31 nT
effective number of protons, 5 nm: 16744
statistical polarization 1/sqrt(N_eff): 7.73e-03
thermal polarization: 1.70e-07
proton Larmor frequency: 2.1289 MHz
number of pi pulses: 40
pulse spacing: 0.2349 us
total sensing time: 9.395 us
depth 5 nm: phase variance 0.6933 rad^2, coherence 0.7070
depth 10 nm: phase variance 0.0867 rad^2, coherence 0.9576
coherence from lattice product, 5 nm: 0.7086
one-proton test coherence, propagated: 0.95562
one-proton test coherence, cosine: 0.95562
all assertions hold
```
